# One 13CO in an octahedral hexacarbonyl: three fixed modes, three mixed

## Problem

An octahedral molecule M(CO)$_6$ has all its carbon as $^{12}$C. One carbon is then replaced by $^{13}$C. How many of the six CO stretching modes keep their frequencies? Where do the others go, what do they look like, and which of them absorb infrared light?

Number the CO groups so that 1 is the labelled one, on the $+z$ axis, 2 is trans to it, and the equatorial trans pairs are (3,4) and (5,6). Let $s_i$ be the extension of bond $i$. The model is harmonic and CO-factored: coupling of the CO stretches to M–C stretches and to bends is left out. The potential energy is $V=\tfrac12\mathbf s^T F\mathbf s$, where $F$ has the stretching constant $k$ on its diagonal, $k_t$ between trans groups and $k_c$ between cis groups. In this model these constants belong to the electronic energy surface, so in the Born–Oppenheimer approximation the label leaves them alone. Constants fitted to a real spectrum with the same model also absorb some M–C motion, and can therefore depend slightly on the carbon mass.

Take $k=1650$, $k_t=60$ and $k_c=25$ N/m, round values in the rough regime of Mo(CO)$_6$. The masses of $^{12}$C, $^{13}$C and $^{16}$O are 12, 13.003355 and 15.994915 u.

## The unlabelled molecule

A free CO group vibrating about its centre of mass has kinetic energy $\dot s^2/(2G)$, where $G=1/m_C+1/m_O$ is its inverse reduced mass. With $G_{12}$ for every group, the equation of motion at angular frequency $2\pi c\nu$ is

$$F\mathbf s=f\,\mathbf s,\qquad f=\frac{(2\pi c\nu)^2}{G_{12}} .$$

Thus $f$ is an effective force constant, and $\nu\propto\sqrt f$.

The totally symmetric vector $(1,1,1,1,1,1)/\sqrt6$ meets one trans and four cis neighbours in phase. In $(1,-1,0,0,0,0)/\sqrt2$ the trans neighbour is out of phase and the forces on the cis groups cancel. For $(2,2,-1,-1,-1,-1)/\sqrt{12}$, the first row of $F$ gives $2k+2k_t-4k_c$, and the third gives $-k-k_t+(2+2-1-1)k_c$. These are $2$ and $-1$ times the same number. The levels are therefore

$$F_A=k+k_t+4k_c,\quad F_E=k+k_t-2k_c,\quad F_T=k-k_t$$

for A$_{1g}$, E$_g$ and T$_{1u}$, with degeneracies 1, 2 and 3. Here they are 1810, 1660 and 1590 N/m, or 2116.8, 2027.2 and 1984.0 cm$^{-1}$.

The three vectors just written have squared amplitudes on site 1 of

$$w_A=\tfrac16,\qquad w_E=\tfrac13,\qquad w_T=\tfrac12 .$$

## A tempting solution

The label changes only the inertia of group 1. In each degenerate level we may choose the modes so that one carries all the amplitude on site 1 and the others carry none. The others are unaffected: none from A$_{1g}$, one from E$_g$ and two from T$_{1u}$, so three modes keep their frequencies.

For the remaining three, define

$$\rho=\frac{G_{13}}{G_{12}}=0.955914,\qquad \varepsilon=\frac1\rho-1=0.046119 .$$

The label multiplies the inertia of group 1 by $G_{12}/G_{13}=1+\varepsilon$. A mode with weight $w_j$ on that group has its total inertia multiplied by $1+\varepsilon w_j$, so $f\approx F_j/(1+\varepsilon w_j)$. Since $\nu\propto\sqrt f$, to first order

$$\frac{\delta\nu_j}{\nu_j}=-\frac{\varepsilon w_j}{2}.$$

For T$_{1u}$ this gives $-1983.95\times0.046119/4=-22.9$ cm$^{-1}$. In the same way E$_g$ moves by $-15.6$ and A$_{1g}$ by $-8.1$ cm$^{-1}$. Each mode is taken to keep its old form, so of these three only the one from T$_{1u}$ would absorb infrared light.

## Where it fails

The count of three is right. The fault is in treating the other three modes one at a time. The labelled equation of motion is

$$F\mathbf s=f\,(1+\varepsilon\,\mathbf e_1\mathbf e_1^T)\,\mathbf s, \tag{1}$$

where $\mathbf e_1$ is the unit vector of site 1. Between the site-1 members of levels $i$ and $j$, the inertia matrix has the element $\delta_{ij}+\varepsilon\sqrt{w_iw_j}$. The tempting solution kept the diagonal elements and dropped the others.

They are not small here. Between T$_{1u}$ and E$_g$ the coupling is about $\varepsilon f\sqrt{w_Tw_E}\approx0.0461\times1625\times0.408\approx31$ N/m, while the levels are only 70 N/m apart. First order needs this ratio to be small.

## Right solution: the three fixed modes

Rewrite equation (1) as

$$(F-f)\,\mathbf s=\varepsilon f s_1\,\mathbf e_1 . \tag{2}$$

If a parent mode has $s_1=0$, the right side vanishes and the mode still solves the equation at its old frequency. Three such modes are

$$\frac{s_3+s_4-s_5-s_6}{2},\qquad \frac{s_3-s_4}{\sqrt2},\qquad \frac{s_5-s_6}{\sqrt2}.$$

The first belongs to E$_g$ and stays at 2027.2 cm$^{-1}$. The other two belong to T$_{1u}$ and stay at 1984.0 cm$^{-1}$. Three modes are unchanged, but they show only two distinct frequencies.

Symmetry gives their names. The labelled molecule has point group C$_{4v}$. The character of the six stretches under an operation is the number of CO groups left in place: 6 for the identity, 2 for each of the two $C_4$ rotations, 2 for $C_2$, 4 for each of the two mirrors containing equatorial CO groups ($\sigma_v$), and 2 for each of the two mirrors between them ($\sigma_d$). The number of A$_1$ modes is

$$\frac{6+2\cdot2+2+2\cdot4+2\cdot2}{8}=3 .$$

For B$_1$, which changes sign under $C_4$ and $\sigma_d$, it is $(6-4+2+8-4)/8=1$. For E, with characters 2, 0, $-2$, 0, 0, it is $(12-4)/8=1$ pair. This accounts for all six: $3A_1+B_1+E$. The first fixed mode is B$_1$ and the other two are the E pair.

## Right solution: the A$_1$ block

The A$_1$ coordinates are $s_1$, $s_2$ and $s_{eq}=(s_3+s_4+s_5+s_6)/2$. An axial group couples to $s_{eq}$ through four cis constants, each with coefficient $\tfrac12$, which gives $2k_c$. Within $s_{eq}$ each group meets itself, one trans and two cis neighbours. Hence

$$\begin{pmatrix}k&k_t&2k_c\\k_t&k&2k_c\\2k_c&2k_c&k+k_t+2k_c\end{pmatrix}\mathbf a
=f\begin{pmatrix}1+\varepsilon&0&0\\0&1&0\\0&0&1\end{pmatrix}\mathbf a,\qquad \mathbf a=\begin{pmatrix}s_1\\s_2\\s_{eq}\end{pmatrix}.$$

At $\varepsilon=0$ this block has the eigenvalues $F_A,F_E,F_T$, because it contains one member of each parent level. To see how the label mixes them, write $\mathbf s=\sum_jc_j\mathbf v_j$, where $\mathbf v_j$ are the three normalized parent vectors given earlier. Their amplitudes on site 1 are $\sqrt{w_j}$. Projecting equation (2) on $\mathbf v_j$ gives

$$(F_j-f)\,c_j=\varepsilon f\sqrt{w_j}\,s_1,\qquad s_1=\sum_i\sqrt{w_i}\,c_i. \tag{3}$$

Can one of these modes also keep its frequency? Suppose $f=F_j$ and the three levels differ. Then (3) forces $s_1=0$, so every other coefficient vanishes. What is left is $s_1=\sqrt{w_j}\,c_j=0$, so $c_j$ vanishes too and there is no mode. All three A$_1$ frequencies must change.

We may therefore divide by $F_j-f$. Also $s_1\neq0$, since otherwise all $c_j$ would vanish. Multiplying $c_j$ by $\sqrt{w_j}$, summing over $j$ and cancelling $s_1$ gives

$$1=\varepsilon f\left[\frac{1/6}{F_A-f}+\frac{1/3}{F_E-f}+\frac{1/2}{F_T-f}\right],\qquad c_j\propto\frac{\sqrt{w_j}}{F_j-f}. \tag{4}$$

### Where the roots lie

The derivative of $f/(F_j-f)$ is $F_j/(F_j-f)^2>0$, so the right side of (4) rises everywhere between its poles. It climbs from 0 at $f=0$ to $+\infty$ at the lowest parent level, and from $-\infty$ to $+\infty$ between neighbouring levels. Above the highest level it rises from $-\infty$ towards $-\varepsilon$ and never reaches 1. So there is one root below each parent level and above the next lower one: all three frequencies fall, and none passes the parent level beneath it.

The determinant of the block gives a further relation. The product of the roots is the determinant of the force matrix divided by that of the inertia matrix:

$$f_1f_2f_3=\frac{F_AF_EF_T}{1+\varepsilon}=\rho\,F_AF_EF_T .$$

### Numbers

The lowest root is $f=1542.774$ N/m. To confirm it, form $\varepsilon f=71.151$ N/m and the gaps 47.226, 117.226 and 267.226 N/m to T$_{1u}$, E$_g$ and A$_{1g}$. Then

$$71.151\left(\frac{0.5}{47.226}+\frac{0.33333}{117.226}+\frac{0.16667}{267.226}\right)=1.000 .$$

Its wavenumber is $1983.95\sqrt{1542.774/1590}=1954.3$ cm$^{-1}$. The three modes are:

| Parent just above | $\nu$ (cm$^{-1}$) | Shift | First-order shift |
|---|---:|---:|---:|
| T$_{1u}$ | 1954.3 | −29.7 | −22.9 |
| E$_g$ | 2017.6 | −9.55 | −15.6 |
| A$_{1g}$ | 2111.0 | −5.8 | −8.1 |

The difference between the last two columns follows from (4). Separating the term of parent $j$ and solving for its gap gives

$$F_j-f=\frac{\varepsilon f w_j}{1-\varepsilon f\sum_{i\ne j}w_i/(F_i-f)} .$$

For the lowest root, both other levels lie above $f$, the sum is positive and the shift grows. For the highest root both lie below, so the shift shrinks. For the middle root the two terms oppose each other: T$_{1u}$ contributes $0.5/(1590-1644.402)=-0.0092$ and A$_{1g}$ contributes $0.1667/(1810-1644.402)=+0.0010$ m/N. The nearby T$_{1u}$ level wins, the denominator becomes 1.62, and the gap is 15.6 N/m instead of $\varepsilon fw_E=25.3$ N/m.

The normalized squares $c_j^2$ describe the mixing in bond-stretch coordinates. The lowest mode is 89% T$_{1u}$, 10% E$_g$ and 1% A$_{1g}$. The middle one is 89% E$_g$ and 11% T$_{1u}$, with less than 1% A$_{1g}$. The highest is 98% A$_{1g}$. The labelled group carries 80% of the kinetic energy of the lowest mode, against 50% in its unmixed parent, so mixing has partly localized the vibration on $^{13}$CO.

## Infrared intensities

The dipole function, like the force constants, keeps its octahedral symmetry. Reflection in the equatorial plane forbids a $z$ dipole linear in an equatorial stretch, and inversion makes the two axial contributions opposite. The $z$ dipole derivative is thus proportional to $s_1-s_2$, which vanishes for the A$_{1g}$ and E$_g$ vectors. Each A$_1$ mode absorbs through its T$_{1u}$ part.

Normalize each mode to unit inertia, $\sum_is_i^2/G_i=1$. A parent T$_{1u}$ component then has $(s_1-s_2)^2=2G_{12}$, which we take as the unit of intensity. Completeness of the modes means that $s_is_j$ summed over all modes equals $G_i\delta_{ij}$. The fixed modes have $s_1=s_2=0$, so the A$_1$ intensities add up to

$$\frac{G_{13}+G_{12}}{2G_{12}}=\frac{1+\rho}{2}=0.978 .$$

From the lowest mode to the highest they are 0.863, 0.109 and 0.007. The middle mode, silent in the tempting solution, has about one ninth of the intensity of a parent component. The E pair contributes 2 units at 1984.0 cm$^{-1}$, and B$_1$ remains silent.

## Limits and special cases

If $\varepsilon f\sqrt{w_iw_j}$ is much smaller than every level spacing, the sum in the gap formula is negligible and the first-order shifts return. In the opposite limit $k_t=k_c=0$ all levels equal $k$. Since the weights add to 1, equation (4) becomes $1=\varepsilon f/(k-f)$, or $f=\rho k$. One isolated $^{13}$CO then vibrates 45.1 cm$^{-1}$ below five unchanged groups.

The count of exactly three therefore needs distinct parent levels. Their differences are $F_A-F_E=6k_c$, $F_E-F_T=2(k_t-k_c)$ and $F_A-F_T=2k_t+4k_c$, so the conditions are $k_c\ne0$, $k_t\ne k_c$ and $k_t\ne-2k_c$. With $k_c=0$ and $k_t=60$ N/m, for example, A$_{1g}$ and E$_g$ merge into a threefold level. That level and T$_{1u}$ each keep two modes, which makes four.

## Beyond the CO-factored model

In any harmonic force field of the full molecule, an atom on the fourfold axis can move along it (A$_1$) or across it (E), but it has no B$_1$ displacement. Its mass cannot enter a B$_1$ frequency, so the B$_1$ mode stays fixed even when M–C stretches and bends are included. The E pair loses this protection, because the labelled carbon can move sideways.

A 13-atom harmonic model with chosen round constants, listed in the numerical output, gives one example of the sizes. Its E pair shifts by $-0.007$ cm$^{-1}$, a value that depends on the assumed stretch–bend coupling. When its own parent frequencies are put into equation (4), the predicted A$_1$ frequencies are too high by about 0.1 to 0.8 cm$^{-1}$ relative to its full labelled spectrum. The size and even the sign of this error depend on the assumed M–C stretching constant and its interaction with the CO stretch.

Mo(CO)$_6$ is a real case: a volatile solid used as a vapour-phase source of molybdenum, with its strong CO absorption roughly near 2000 cm$^{-1}$. The parameters here are in that regime but are not fitted to a spectrum, and the results are sensitive to the gap between T$_{1u}$ and E$_g$. With $k=1665$, $k_t=44.5$ and $k_c=26.8$ N/m, for example, this gap is halved: the lowest mode shifts by about −33 cm$^{-1}$ and the middle mode's relative intensity rises from 0.11 to 0.20. Real CO bonds are also anharmonic. If anharmonicity lowers a single CO fundamental by a rough $\Delta=26$ cm$^{-1}$, and this lowering scales as $\rho$ while the harmonic part scales as $\sqrt\rho$, then scaling the whole fundamental by $\sqrt\rho$ gives a value too low by $\Delta\sqrt\rho(1-\sqrt\rho)=0.6$ cm$^{-1}$. With about 1.1% natural $^{13}$C in the other five groups, 5.4% of the labelled molecules contain at least one further $^{13}$C and have a different spectrum. In the 13-atom model only about 0.001% of unlabelled molecules are in the vibrational ground state at 298 K, because the soft modes, the lowest near 80 cm$^{-1}$, are thermally excited. This figure is only an order of magnitude: changing the C–M–C bending constant from 0.5 to 0.3 or 0.8 aJ/rad$^2$ moves it to 0.0002% or 0.005%. The vapour bands therefore contain many hot transitions, whose shifts are not calculated here.

## Calculated quantities

```
k, kt, kc = 1650, 60, 25 N/m
masses 12C, 13C, 16O = 12.000000, 13.003355, 15.994915 u
rho = 0.955914, eps = 0.046119 (no unit)
parent F: T1u 1590, Eg 1660, A1g 1810 N/m
parent T1u: 1983.95 cm^-1, site weight 0.5000
parent Eg: 2027.15 cm^-1, site weight 0.3333
parent A1g: 2116.76 cm^-1, site weight 0.1667
unchanged E pair: 1983.95, 1983.95 cm^-1
unchanged B1: 2027.15 cm^-1
A1 below T1u: f 1542.774 N/m, nu 1954.27 cm^-1
  shift -29.69 cm^-1, first order -22.87 cm^-1
  parts T1u, Eg, A1g: 0.8940, 0.0967, 0.0093
  share on 13CO 0.7951, relative IR intensity 0.8626
A1 below Eg: f 1644.402 N/m, nu 2017.61 cm^-1
  shift -9.55 cm^-1, first order -15.58 cm^-1
  parts T1u, Eg, A1g: 0.1093, 0.8867, 0.0039
  share on 13CO 0.1171, relative IR intensity 0.1088
A1 below A1g: f 1800.082 N/m, nu 2110.96 cm^-1
  shift -5.81 cm^-1, first order -8.14 cm^-1
  parts T1u, Eg, A1g: 0.0066, 0.0099, 0.9836
  share on 13CO 0.0878, relative IR intensity 0.0066
sum of A1 IR intensities: 0.9780 (parent component = 1)
A1 product ratio: 0.955914
isolated CO shift on labelling: -45.05 cm^-1
unchanged modes: example 3, kc = 0 4
13-atom model: metal mass 95.95 u
  M-C, C-O lengths 0.206, 0.115 nm
  M-C stretch, MC/CO interaction 200, 70 N/m
  MCO, CMC bends 5.0e-19, 5.0e-19 J/rad^2
  stretch-bend constant 1.0e-09 N/rad
  parents T1u, Eg, A1g 1975.67, 2018.34, 2108.31 cm^-1
  labelled A1 1945.25, 2008.76, 2102.43 cm^-1
  CO-factoring error 0.83, 0.12, 0.08 cm^-1
  E shift -0.00731 cm^-1
  size of B1 shift below 1e-8 cm^-1: True
rough anharmonic lowering of CO: 26 cm^-1
  resulting isotope-shift error 0.57 cm^-1
rough natural 13C fraction: 1.1 %
  further 13C among five other CO: 5.4 %
lowest vibration in 13-atom model: 82.5 cm^-1
ground-state population at 298.15 K: 0.001 %
```
